**Slow-current threshold of a perpendicular macrospin with longitudinal bias**

The program examines the law \(B_{D,c}\simeq B_K/2-B_x/\sqrt2\), where \(B_K\) is the net anisotropy field, \(B_x\) the bias along the current and \(B_D\) the damping-like torque field. It asserts that the closed-form thresholds of the up and down states agree with direct maximization of the torque balance, and that the linear and quadratic coefficients of \(B_{D,c}/B_K\) in the expansion in \(B_x/B_K\) are \(-1/\sqrt2\) and \(1/8\). Finite-difference linearization of the full equation of motion is compared with the derived trace and determinant. Time integration at Gilbert dampings 0.02 and 0.2 asserts that the up state survives a slow rise to 0.99 of the threshold and is lost at 1.01. For the model parameters used, the output gives a critical current density of \(2.26\times10^{12}\) A/m², against \(2.43\times10^{12}\) A/m² without bias. It also shows that the driven spin settles close to the injected moment direction and relaxes to the down state in the four switch-off runs, an outcome that is printed but not asserted. A sudden current step removes the up state at a lower torque, 0.376 \(B_K\) instead of 0.465 \(B_K\) at damping 0.02.

## Numerical verification

```python
"""
Result under test: a perpendicular macrospin with anisotropy field B_K and a
bias field B_x along the current loses its initial (up) state, under a slowly
raised damping-like torque field B_D, at
    B_D = B_K/2 - B_x/sqrt(2)      (first order in B_x/B_K).
Exact form: d_c = sqrt(1-s^2)(s-h), s = (h+sqrt(h^2+8))/4.
Symbols: h = B_x/B_K, d = B_D/B_K, alpha = Gilbert damping,
m = unit magnetization, sigma = -y = direction of the injected moment.
Time is in units of 1/(gamma B_K), with g = 2 for the magnet.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar


def velocity(m, h, d, alpha):
    """Landau-Lifshitz-Gilbert velocity, solved for dm/dt."""
    x, y, z = m
    # total field: bias + anisotropy + d * (m cross sigma)
    bx, by, bz = h + d * z, 0.0, z - d * x
    px, py, pz = y * bz - z * by, z * bx - x * bz, x * by - y * bx
    qx, qy, qz = y * pz - z * py, z * px - x * pz, x * py - y * px
    n = 1.0 + alpha**2
    return [-(px + alpha * qx) / n, -(py + alpha * qy) / n,
            -(pz + alpha * qz) / n]


def integrate(m, h, drive, alpha, duration):
    sol = solve_ivp(lambda t, v: velocity(v.tolist(), h, drive(t), alpha),
                    (0.0, duration), m, method="DOP853",
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    assert abs(np.linalg.norm(sol.y[:, -1]) - 1) < 1e-3
    return sol.y


def tangent_jacobian(m, h, d, alpha):
    """Finite-difference linearization in the plane tangent to the sphere."""
    m = np.array(m)
    e1 = np.cross([0.3, 0.5, 0.8], m)
    e1 /= np.linalg.norm(e1)
    basis = [e1, np.cross(m, e1)]
    eps = 1e-5
    jac = np.zeros((2, 2))
    for k, e in enumerate(basis):
        diff = (np.array(velocity(m + eps * e, h, d, alpha))
                - np.array(velocity(m - eps * e, h, d, alpha))) / (2 * eps)
        jac[:, k] = [np.dot(b, diff) for b in basis]
    return jac


def exact_threshold(h):
    s = (h + np.sqrt(h * h + 8)) / 4
    return np.sqrt(1 - s * s) * (s - h)


def linear_threshold(h):
    return 0.5 - h / np.sqrt(2)


def brute_maximum(h, low, high):
    res = minimize_scalar(lambda a: -np.cos(a) * (np.sin(a) - h),
                          bounds=(low, high), method="bounded",
                          options={"xatol": 1e-10})
    return -res.fun


# Exact thresholds of the up and down states against direct maximization
for h in (0.01, 0.05, 0.2, 0.6):
    up = brute_maximum(h, np.arcsin(h), np.pi / 2)
    down = brute_maximum(h, np.pi, 1.5 * np.pi)
    assert abs(up - exact_threshold(h)) < 1e-9
    assert abs(down - exact_threshold(-h)) < 1e-9

# Slope and curvature of the threshold at small bias
step = 1e-3
slope = (exact_threshold(step) - exact_threshold(-step)) / (2 * step)
half_curvature = (exact_threshold(step) + exact_threshold(-step)
                  - 2 * exact_threshold(0.0)) / (2 * step**2)
assert abs(slope + 1 / np.sqrt(2)) < 1e-5
assert abs(half_curvature - 1 / 8) < 1e-4

# Full two-dimensional stability, before and beyond the threshold angle
for h in (0.05, 0.3):
    for alpha in (0.02, 0.4):
        for angle in (0.4, 0.7, 1.0):
            s, c = np.sin(angle), np.cos(angle)
            d = c * (s - h)
            m = [s, 0.0, c]
            assert np.linalg.norm(velocity(m, h, d, alpha)) < 1e-12
            jac = tangent_jacobian(m, h, d, alpha)
            stiff_a = np.cos(2 * angle) + h * s
            stiff_b = h * s + c * c
            trace = -alpha * (stiff_a + stiff_b) / (1 + alpha**2)
            det = stiff_a * stiff_b / (1 + alpha**2)
            assert abs(np.trace(jac) - trace) < 1e-7
            assert abs(np.linalg.det(jac) - det) < 1e-7

# Model parameters of the worked example
field_k = 2e-5          # mu_B B_K, eV
field_x = 1e-6          # mu_B B_x, eV
moment_density = 0.1    # Bohr magnetons per cubic angstrom
thickness = 10.0        # angstrom
hall_angle = 0.2
h = field_x / field_k
d_up, d_down = exact_threshold(h), exact_threshold(-h)
s_c = (h + np.sqrt(h * h + 8)) / 4

# Slow current rise to 1 percent below and above the threshold
ramp_time, hold_time = 1000.0, 300.0
start = [h, 0.0, np.sqrt(1 - h * h)]
slow_below, slow_above = {}, {}
for alpha in (0.02, 0.2):
    for factor, store in ((0.99, slow_below), (1.01, slow_above)):
        top = factor * d_up

        def rise(t, top=top):
            return top * np.sin(0.5 * np.pi * min(t / ramp_time, 1.0))**2
        path = integrate(start, h, rise, alpha, ramp_time + hold_time)
        store[alpha] = path[:, -1]
    assert slow_below[alpha][2] > 0.6
    assert slow_above[alpha][2] < 0.0
d_hold = 1.01 * d_up
assert d_hold < d_down

# Stationary state near sigma at the held drive
side = [-h / d_hold**2, 0.0, -h / d_hold]
side[1] = -np.sqrt(1 - side[0]**2 - side[2]**2)
for alpha in (0.02, 0.2):
    assert np.linalg.norm(velocity(side, h, d_hold, alpha)) < 1e-12
    growth = np.linalg.eigvals(tangent_jacobian(side, h, d_hold, alpha))
    assert max(growth.real) < 0

# Switch-off outcomes: reported, not presumed
off_final = {}
for alpha in (0.02, 0.2):
    first = slow_above[alpha] / np.linalg.norm(slow_above[alpha])
    off_final[alpha, "abrupt"] = integrate(
        first, h, lambda t: 0.0, alpha, 1000.0)[2, -1]

    def fall(t):
        return d_hold * np.cos(0.5 * np.pi * min(t / ramp_time, 1.0))**2
    off_final[alpha, "slow"] = integrate(
        first, h, fall, alpha, ramp_time + 500.0)[2, -1]


# Sudden current step
def escapes(h, d, alpha):
    first = [h, 0.0, np.sqrt(1 - h * h)]
    path = integrate(first, h, lambda t: d, alpha, 150.0)
    return path[2].min() < 0.1


turn = minimize_scalar(lambda a: np.log(np.cos(a)) / np.tan(a),
                       bounds=(0.3, 1.5), method="bounded",
                       options={"xatol": 1e-10})
d_sudden_free = -turn.fun
assert not escapes(0.0, 0.99 * d_sudden_free, 0.0)
assert escapes(0.0, 1.01 * d_sudden_free, 0.0)
low, high = 0.2, d_up
assert not escapes(h, low, 0.02) and escapes(h, high, 0.02)
while high - low > 1e-4:
    middle = 0.5 * (low + high)
    if escapes(h, middle, 0.02):
        high = middle
    else:
        low = middle
d_sudden_bias = 0.5 * (low + high)
assert d_sudden_bias < 0.98 * d_up

# Conversion of the threshold to torque, electron flux and current density
hbar_ev = const.hbar / const.e
mu_b_ev = const.physical_constants["Bohr magneton in eV/T"][0]
torque_linear = moment_density * thickness * field_k * linear_threshold(h)
torque_exact = moment_density * thickness * field_k * d_up
torque_zero = moment_density * thickness * field_k * 0.5
flux_linear = 2 * torque_linear / (hall_angle * hbar_ev)
current_linear = flux_linear * const.e / const.angstrom**2
current_exact = current_linear * torque_exact / torque_linear
current_zero = current_linear * torque_zero / torque_linear
# the same current from SI magnetization and tesla
mu_b_si = const.physical_constants["Bohr magneton"][0]
magnetization = moment_density * mu_b_si / const.angstrom**3
field_d_si = (field_k / 2 - field_x / np.sqrt(2)) / mu_b_ev
current_si = (2 * const.e * magnetization * thickness * const.angstrom
              * field_d_si / (const.hbar * hall_angle))
assert abs(current_si / current_linear - 1) < 1e-7
time_unit_ps = hbar_ev / (2 * field_k) * 1e12

print(f"mu_B B_K = {field_k:.3e} eV")
print(f"mu_B B_x = {field_x:.3e} eV")
print(f"moment density = {moment_density:.2f} mu_B/angstrom^3")
print(f"thickness = {thickness:.1f} angstrom")
print(f"spin Hall angle = {hall_angle:.2f} (no unit)")
print(f"h = B_x/B_K = {h:.4f} (no unit)")
print(f"time unit 1/(gamma B_K) = {time_unit_ps:.3f} ps")
print(f"slope of d_c at h=0: {slope:.6f}")
print(f"coefficient of h^2: {half_curvature:.6f}")
for value in (0.01, 0.05, 0.1, 0.2, 0.4):
    lin, exa = linear_threshold(value), exact_threshold(value)
    print(f"h={value:.2f}: linear d_c={lin:.6f}, exact={exa:.6f}, "
          f"error={100 * (lin / exa - 1):.3f} %")
print(f"example: sin(theta_c) = {s_c:.6f}")
print(f"example: theta_c = {np.degrees(np.arcsin(s_c)):.3f} degrees")
print(f"example: up-state threshold d = {d_up:.6f}")
print(f"example: down-state threshold d = {d_down:.6f}")
print(f"example: window width in d = {d_down - d_up:.6f}")
print(f"mu_B B_D,c linear = {field_k * linear_threshold(h):.5e} eV")
print(f"mu_B B_D,c exact = {field_k * d_up:.5e} eV")
print(f"torque/area, linear = {torque_linear:.5e} eV/angstrom^2")
print(f"torque/area, exact = {torque_exact:.5e} eV/angstrom^2")
print(f"torque/area, no bias = {torque_zero:.5e} eV/angstrom^2")
print(f"electron flux, linear = {flux_linear:.4e} /(angstrom^2 s)")
print(f"current density, linear = {current_linear:.4e} A/m^2")
print(f"current density, exact = {current_exact:.4e} A/m^2")
print(f"current density, no bias = {current_zero:.4e} A/m^2")
print(f"slow rise = {ramp_time:.0f}, hold = {hold_time:.0f} time units")
for alpha in (0.02, 0.2):
    print(f"alpha={alpha}: m_z at 0.99 d_c = {slow_below[alpha][2]:.4f}")
    v = slow_above[alpha]
    print(f"alpha={alpha}: m at 1.01 d_c = "
          f"({v[0]:.4f}, {v[1]:.4f}, {v[2]:.4f})")
print(f"state near sigma at 1.01 d_c = "
      f"({side[0]:.4f}, {side[1]:.4f}, {side[2]:.4f})")
for alpha in (0.02, 0.2):
    for kind in ("abrupt", "slow"):
        print(f"alpha={alpha}, {kind} switch-off: "
              f"final m_z = {off_final[alpha, kind]:.4f}")
print(f"sudden step, h=0, alpha=0: d = {d_sudden_free:.5f}")
print(f"its turning angle = {np.degrees(turn.x):.3f} degrees")
print(f"sudden step, h={h:.2f}, alpha=0.02: d = {d_sudden_bias:.4f}")
print("finished without a failed check")
```

It prints:

```
mu_B B_K = 2.000e-05 eV
mu_B B_x = 1.000e-06 eV
moment density = 0.10 mu_B/angstrom^3
thickness = 10.0 angstrom
spin Hall angle = 0.20 (no unit)
h = B_x/B_K = 0.0500 (no unit)
time unit 1/(gamma B_K) = 16.455 ps
slope of d_c at h=0: -0.707107
coefficient of h^2: 0.125000
h=0.01: linear d_c=0.492929, exact=0.492941, error=-0.003 %
h=0.05: linear d_c=0.464645, exact=0.464963, error=-0.068 %
h=0.10: linear d_c=0.429289, exact=0.430585, error=-0.301 %
h=0.20: linear d_c=0.358579, exact=0.363960, error=-1.478 %
h=0.40: linear d_c=0.217157, exact=0.240478, error=-9.698 %
example: sin(theta_c) = 0.719717
example: theta_c = 46.031 degrees
example: up-state threshold d = 0.464963
example: down-state threshold d = 0.535662
example: window width in d = 0.070700
mu_B B_D,c linear = 9.29289e-06 eV
mu_B B_D,c exact = 9.29926e-06 eV
torque/area, linear = 9.29289e-06 eV/angstrom^2
torque/area, exact = 9.29926e-06 eV/angstrom^2
torque/area, no bias = 1.00000e-05 eV/angstrom^2
electron flux, linear = 1.4118e+11 /(angstrom^2 s)
current density, linear = 2.2620e+12 A/m^2
current density, exact = 2.2636e+12 A/m^2
current density, no bias = 2.4341e+12 A/m^2
slow rise = 1000, hold = 300 time units
alpha=0.02: m_z at 0.99 d_c = 0.7421
alpha=0.02: m at 1.01 d_c = (-0.2267, -0.9681, -0.1065)
alpha=0.2: m_z at 0.99 d_c = 0.7421
alpha=0.2: m at 1.01 d_c = (-0.2267, -0.9681, -0.1065)
state near sigma at 1.01 d_c = (-0.2267, -0.9681, -0.1065)
alpha=0.02, abrupt switch-off: final m_z = -0.9987
alpha=0.02, slow switch-off: final m_z = -0.9987
alpha=0.2, abrupt switch-off: final m_z = -0.9987
alpha=0.2, slow switch-off: final m_z = -0.9987
sudden step, h=0, alpha=0: d = 0.40237
its turning angle = 63.207 degrees
sudden step, h=0.05, alpha=0.02: d = 0.3763
finished without a failed check
```
